# Period Switching of Block-Copolymer Lamellae Between Identical Selective Walls, part 2

A molten diblock copolymer fills a gap of thickness $D$ between two flat, rigid walls that attract A. At which thickness does a stack of layers parallel to the walls, with A at both ends, gain one more period? With $n\ge1$ periods it has period $L=D/n$ and $2n$ interfaces; $L_0$ is the preferred bulk period. The claim to prove is:

**Theorem.** *The parallel states with $n$ and $n+1$ periods have equal free energy at*

$$D_n=L_0\left[\frac{2n^2(n+1)^2}{2n+1}\right]^{1/3}.$$

*Among the parallel states with A at both walls, the one with $n$ periods is lowest for $D_{n-1}<D<D_n$, and the one with a single period is lowest for $D<D_1$.*

Each chain has $N$ segments of statistical length $b$ and volume $1/\rho$, a fraction $f$ being A. The melt is incompressible: the local volume fractions obey $\phi_A+\phi_B=1$. Contact energy is $\rho\chi\phi_A\phi_B$ per volume. Segregation is strong ($\chi N\gg1$, with $\chi\ll1$), so terms of order $k_BT$ per chain are dropped. A wall touching A costs $\gamma_{AW}$ per area. Energies are in $k_BT$; film energies $E$ are per wall area. States are compared in equilibrium at fixed $D$ and temperature.

**Lemma 1.** An interface costs $\gamma=\rho b\sqrt{\chi/6}$ per area and has width $2b/\sqrt{6\chi}$. In a field $w(z)$ per segment, the weight $q(z,s)$ of a piece of $s$ segments ending at $z$ obeys

$$\frac{\partial q}{\partial s}=\frac{b^2}{6}q''-wq .$$

**Lemmas 2 and 3.** In a layer of thickness $h$ with one interface (a "brush" in the output), a block of $M$ segments costs on average

$$\frac{k_MMh^2}{3}=\frac{\pi^2}{8}\frac{h^2}{Mb^2},\qquad k_M=\frac{3\pi^2}{8b^2M^2}.$$

With uniform stretching and all ends at the top, the factor would be $3/2$. The "lowest chain mode" in the output is the lowest eigenvalue of $-d^2/ds^2$ for unit length, one end fixed and one free.

**Lemma 4.** *The smallest stretching energy of a film with $n$ periods is*

$$E_{\rm st}=\kappa\frac{D^3}{n^2},\qquad \kappa=\frac{\pi^2\rho}{32N^2b^2},$$

*for every composition $f$.* It is reached with equal periods.

### Proof of the theorem

*The bulk period.* A large sample is a stack of equal periods. Each period $L$ contains two interfaces and, by Lemma 4 with $n=1$ and $D=L$, stretching energy $\kappa L^3$. The energy per volume is

$$e(L)=\frac{2\gamma}{L}+\kappa L^2 .$$

Interfaces favour few, wide periods; stretching favours many narrow ones. Setting $e'(L)=-2\gamma/L^2+2\kappa L=0$ gives

$$L_0^3=\frac{\gamma}{\kappa}=\frac{32N^2b^3}{\pi^2}\sqrt{\frac{\chi}{6}} .$$

It is a minimum because $e''=4\gamma/L^3+2\kappa>0$. At the minimum $\kappa L_0^2=\gamma/L_0$, so $e(L_0)=3\gamma/L_0$.

*The film.* Replace $\kappa$ by $\gamma/L_0^3$ and write $x=D/L_0$. The energy of $2n$ interfaces, the stretched chains and two walls is

$$E_n=2\gamma_{AW}+\gamma\left[2n+\frac{x^3}{n^2}\right].$$

*The crossing.* The wall term is the same for all $n$ and cancels:

$$\frac{E_{n+1}-E_n}{\gamma}=2-x^3\left[\frac1{n^2}-\frac1{(n+1)^2}\right]=2-x^3\frac{2n+1}{n^2(n+1)^2}.$$

An extra period costs two interfaces and relieves part of the stretching. The difference vanishes at

$$x_n^3=\frac{2n^2(n+1)^2}{2n+1},$$

which is the stated $D_n=x_nL_0$.

*The order of the states.* The difference is positive for $x<x_n$ and negative for $x>x_n$. The function $1/n^2$ is convex, so its successive drops $1/n^2-1/(n+1)^2$ become smaller as $n$ grows, and $x_n$ increases with $n$. Take $x_{n-1}<x<x_n$. Then $x<x_j$ for all $j\ge n$, so every step upward from $n$ raises the energy. Also $x>x_j$ for all $j<n$, so every step downward raises it too. Hence $n$ is the lowest state in this interval. For $n=1$ there is no step downward, and the interval is $x<x_1$. $\square$

The result does not depend on $f$. Nor would it change if the blocks had different statistical lengths: that alters the constants $\gamma$ and $\kappa$, and hence $L_0$, but not the powers of $D$ and $n$. As a test of the argument for equal layers, films with $f=0.4$ were minimized numerically with every layer thickness free, starting from unequal layers. Their crossings lie at $D/L_0=1.3867$, $2.4329$ and $3.4522$ for $n=1,2,3$, in agreement with the formula to the digits shown.

### Remark 1: why the switch comes before the half-integer

Let $m=n+\tfrac12$. Then $n(n+1)=m^2-\tfrac14$ and $2n+1=2m$, so

$$x_n=m\left(1-\frac1{4m^2}\right)^{2/3}\approx m-\frac1{6m}.$$

The switch lies slightly below the midpoint between $n$ and $n+1$. To see why, measure the film against bulk material of the same volume, whose energy is $3\gamma x$. With $x=n+\delta$, expansion of the cube gives

$$2n+\frac{(n+\delta)^3}{n^2}-3(n+\delta)=\frac{3\delta^2}{n}+\frac{\delta^3}{n^2}.$$

At the midpoint the $n$-period film is too thick by $\delta=\tfrac12$, and the $(n+1)$-period film is too thin by the same amount. The stretched film pays more for two reasons: fewer periods share the mismatch, and its cubic term is positive while that of the compressed film is negative. The extra period is therefore already favourable at the midpoint.

The period jumps at the switch from $D_n/n$ to $D_n/(n+1)$. For $n=1$ it is 39% above $L_0$ before the switch and 31% below it afterwards. For large $n$ both deviations shrink as $1/(2n)$.

### Remark 2: how selective the walls must be

The layers can avoid the mismatch by standing perpendicular to the walls, where they can keep the period $L_0$ at any $D$. Let $f=\tfrac12$, and let $\Delta$ be the energy per area of a wall touching B minus that of a wall touching A. An undistorted perpendicular film exposes half of each wall to B, so the two walls together cost $2\gamma_{AW}+\Delta$. Its energy is

$$E_\perp=2\gamma_{AW}+\Delta+3\gamma x .$$

At the switch the parallel film is lower than this if

$$\frac{\Delta}{\gamma}>t_n=2n+\frac{2(n+1)^2}{2n+1}-3x_n .$$

The values for $n=1$ to 4 are 0.51, 0.30, 0.21 and 0.17. For $x\ge1$ the switches are the critical points: the excess $2n+x^3/n^2-3x$ is convex in $x$ and vanishes at $x=n$, so within each interval it is largest at an end. Below $x=1$ the excess of the one-period state, $2+x^3-3x$, grows again as the film gets thinner, and the walls must eventually be more selective than at the first switch. This holds only while the layers stay thick compared with an interface; in still thinner films the blocks mix and the formula fails.

A real perpendicular film can lower its energy by rearranging near the walls. The condition $\Delta>t_n\gamma$ is therefore necessary for the parallel film at $D_n$, but may not be sufficient.

An antisymmetric film, with A at one wall and B at the other, has an odd number $p$ of interfaces. Replacing $2n$ by $p$ in the previous results gives the energy $2\gamma_{AW}+\Delta+\gamma(p+4x^3/p^2)$. The inequality between arithmetic and geometric means yields

$$\frac p2+\frac p2+\frac{4x^3}{p^2}\ge3\left(\frac p2\cdot\frac p2\cdot\frac{4x^3}{p^2}\right)^{1/3}=3x ,$$

so this film never lies below the undistorted perpendicular one. A parallel film with B at both walls has the layer energies of the A-wet film for $f=\tfrac12$ and costs $2\Delta$ more.

### Remark 3: a free upper surface

The theorem needs a fixed, uniform gap. Suppose instead that the upper boundary can move, that it has the same surface energies as the wall, and that the edges of terraces cost little. A film of mean thickness $xL_0$, with $n<x<n+1$, can divide into a fraction $n+1-x$ of thickness $nL_0$ and a fraction $x-n$ of thickness $(n+1)L_0$. Apart from the surface terms, its energy is

$$3\gamma\left[n(n+1-x)+(n+1)(x-n)\right]=3\gamma x ,$$

which is below that of every flat parallel film with A at both surfaces at this $x$, since the excess vanishes only when $x$ equals the number of periods. A flat antisymmetric film is also higher, because by Remark 2 its layers cost at least $3\gamma x$ and its surfaces cost $\Delta$ more. Islands or holes then replace the switch.

### Worked example

Take rough parameters in the regime of symmetric PS-b-PMMA between walls that prefer PMMA: $N=1000$, $\chi=0.04$, $b=0.70$ nm, segment volume $0.16$ nm³ and an anneal at 500 K. Then

$$\gamma=\frac{k_BT\,(0.70\ \mathrm{nm})}{0.16\ \mathrm{nm^3}}\sqrt{\frac{0.04}{6}}=2.47\ \mathrm{mJ/m^2},$$

$$L_0=\left[\frac{32\,(1000)^2(0.70)^3}{\pi^2}\sqrt{\frac{0.04}{6}}\right]^{1/3}\mathrm{nm}=44.95\ \mathrm{nm}.$$

The first switch is at $D_1=1.3867\times44.95\ \mathrm{nm}=62.3$ nm, or 623 Å. There the period falls from 62.3 to 31.2 nm. The next switches are at 109, 155 and 201 nm. The digits quoted here belong to the formula with these inputs; the predicted period changes by a few per cent when the finite value of $\chi N$ is taken into account, as shown below, and for a real material the uncertainty of the inputs is added to this. In the strong-segregation estimate the wall preference must exceed $0.506\times2.466=1.25$ mJ/m² at the first switch; a chosen value of 2.0 mJ/m² meets this necessary condition.

Gaussian elasticity is safe here. The steepest path has slope $\pi h/(2M)$ at its junction. With $h=D_1/4$ and $M=N/2$ this is $0.07\,b$ per segment. The switch is also sharp in equilibrium. Differentiating the energy difference at $D_n$ gives $6\gamma/D_n$ in magnitude, with $\gamma$ in units of $k_BT$ per area. For a patch of area $L_0^2$ the two states differ by $k_BT$ once $D$ is $D_1/(6\gamma L_0^2)=0.014$ nm from the switch. This is the strong-segregation figure; at $\chi N=40$ the range is nearer 0.02 nm, which leaves the conclusion unchanged. The estimate says nothing about how long the film takes to change state.

### How well the strong-segregation law holds at finite $\chi N$

The example has $\chi N=40$. The long-chain formula of Lemma 1 gives interfaces 2.9 nm wide, 18% of the thinnest full domain just after the first switch (the self-consistent profile described below is wider, about 3.5 nm or 24%), and the strong-segregation formula gives a bulk energy of only 3.8 $k_BT$ per chain. The dropped terms of order $k_BT$ are thus not obviously negligible.

A self-consistent-field calculation retains them at mean-field level. It solves the equation for $q$ of Lemma 1 along the whole chain, with fields $w_A=\chi\phi_B+\xi$ and $w_B=\chi\phi_A+\xi$, where $\xi(z)$ enforces $\phi_A+\phi_B=1$. The fractions $\phi_A$ and $\phi_B$ follow from the products of the weights of the two pieces that meet at each segment. With $Q$ the average over $z$ of the weight of a complete chain, and angle brackets for averages over $z$, the free energy per chain is

$$F=-\ln Q+N\left\langle\chi\phi_A\phi_B-w_A\phi_A-w_B\phi_B\right\rangle .$$

The walls are taken as mirrors, $q'=0$. A film of $n$ periods is then a row of mirrored half-periods, and its energy per chain is $F(D/n)$. Equating $F(D/n)$ and $F(D/(n+1))$ at fixed $\chi N=40$ gives $D/L_0=1.3859$ for the first switch and $2.4323$ for the second, where $L_0=43.1$ nm is now the period found by the same calculation.

The period is 4% below the strong-segregation value, yet the two ratios differ from the law by less than 0.1%. Part of this is understood: a correction that merely changes the coefficients of $1/L$ and $L^2$ moves $L_0$ and leaves the ratio alone. Why the remaining corrections change the ratios so little is not derived here. In practice the law should be used with the actual period of the material, not with the predicted one. The agreement worsens as segregation weakens: in the same model the first switch lies about 0.2% below the law at $\chi N=20$ and about 1% below it at $\chi N=15$. The agreement concerns the ratios $D_n/L_0$ only. The wall thresholds $t_n\gamma$ are energy differences, and at this $\chi N$ they are much less accurate: the self-consistent excess over the bulk energy at the first two switches is about 0.98 and 0.58 mJ/m², some 22% below the strong-segregation values. Composition fluctuations and the detailed density profile at a real wall are left out of this comparison.

### The real case

PS-b-PMMA is used in directed assembly, and oxide surfaces favour PMMA. A period near 45 nm is realistic for long chains of this material. The interfacial energy of 2.5 mJ/m² is on the high side; measured values are roughly 1 mJ/m². In the strong-segregation estimate the required wall preference $t_n\gamma$ is lower in the same proportion. The measured value cannot be reproduced simply by lowering $\chi$ in the formula for $\gamma$: since $\gamma\propto\sqrt\chi$, the same chains would then have $\chi N\approx7$, where strong segregation no longer holds. With $N$, $b$ and density held fixed, a value of $\chi$ higher by 20% raises $L_0$ and all $D_n$ by 3% according to the strong-segregation formula, and by somewhat more at $\chi N=40$. Thickness must refer to the anneal: with a rough volume expansion coefficient of $5\times10^{-4}$ per kelvin, a film that cannot spread sideways is up to about 10% thicker at 500 K than at 300 K. The actual figure is somewhat smaller, because the glass expands less than the melt.

The rigid upper wall is an essential assumption. An uncapped film that meets the conditions of Remark 3 has no switch at 62 nm; it can form terraces of about 45 and 90 nm instead. PS-b-PMMA on oxide generally does not meet them, because the free surface favours PS or is nearly neutral, depending on temperature. If it clearly favours PS, the film has PMMA at the oxide and PS on top. Such layers are undistorted at odd multiples of $L_0/2$, and a film of mean thickness 62 nm can then form terraces of about 22 and 67 nm. Line patterns, moreover, require perpendicular layers. For $f=\tfrac12$ and identical walls, Remark 2 gives a condition for avoiding the parallel state: at a thickness $D_n$, a wall preference below $t_n\gamma$ places the perpendicular film lower within the strong-segregation model. At $\chi N=40$ the threshold is about a fifth smaller, so the preference must be correspondingly weaker. The remaining values for the example are in the numerical output.

## Computed values

```
segments per chain N = 1000
chi = 0.040, chi*N = 40.0
statistical segment length = 0.70 nm
segment volume = 0.16 nm3
anneal temperature = 500 K
interfacial energy, formula = 2.466 mJ/m2
interfacial energy, minimized = 2.466 mJ/m2
interface width = 2.86 nm
lowest chain mode = 2.4662, (pi/2)^2 = 2.4674
largest density error of explicit brush = 0.0005
brush energy = 1.2337 kT h^2/(M b^2)
same, all ends at the top = 1.5000 kT h^2/(M b^2)
bulk period L0 = 44.95 nm
bulk energy per chain = 3.81 kT
switch 1->2: D/L0 = 1.3867, D = 62.33 nm
  period before 62.33 nm, after 31.16 nm
  m - 1/(6m) = 1.3889
  least wall preference = 0.506 gamma = 1.249 mJ/m2
switch 2->3: D/L0 = 2.4329, D = 109.35 nm
  period before 54.68 nm, after 36.45 nm
  m - 1/(6m) = 2.4333
  least wall preference = 0.301 gamma = 0.743 mJ/m2
switch 3->4: D/L0 = 3.4522, D = 155.17 nm
  period before 51.72 nm, after 38.79 nm
  m - 1/(6m) = 3.4524
  least wall preference = 0.215 gamma = 0.530 mJ/m2
switch 4->5: D/L0 = 4.4629, D = 200.59 nm
  period before 50.15 nm, after 40.12 nm
  m - 1/(6m) = 4.4630
  least wall preference = 0.167 gamma = 0.412 mJ/m2
first switch in angstrom = 623.3 A
free-layer film, f = 0.4, 1->2: D/L0 = 1.3867
free-layer film, f = 0.4, 2->3: D/L0 = 2.4329
free-layer film, f = 0.4, 3->4: D/L0 = 3.4522
chosen wall preference = 2.00 mJ/m2
self-consistent field: L0 = 43.12 nm
self-consistent field 1->2: D/L0 = 1.3859, off law by -0.06 %
self-consistent field 2->3: D/L0 = 2.4323, off law by -0.02 %
interface width / thinnest domain = 0.183
largest segment stretch / b at first switch = 0.070
thermal smearing, patch L0 x L0 = 0.0144 nm
L0 change for chi 20 % higher = 3.09 %
rough volume expansion coefficient = 5.0e-04 1/K
film thickening, 300 K to anneal = 10.0 %
```
